**Determined and arbitrary bond energies in protonolysis fits**

The program fits metal-ligand contributions $b_{ML}$ and hydrogen-ligand contributions $h_L$ to energies of M(L)(S) + HX → M(X)(S) + HL, where S is a spectator ligand. For $n_b$ metal-ligand bonds, $n_L$ ligands and $K$ connected components of the reaction graph, the design matrix has rank $n_b-K$ and nullity $n_L+K$. The program asserts the rank law on the example and on 60 random networks, and compares the sum rules for determined combinations with the singular value decomposition and with the rank of enlarged data sets. It also asserts the resistance formula for random errors against simulated noisy fits. In the example, twelve reactions for twelve unknowns have rank 5: no single bond energy and no difference of two is determined, while 10 of 1485 four-bond combinations are. Minimum-norm and anchored fits give different bond energies but the same determined reaction energies. With one common spectator the residual vanishes to rounding, although the fitted R→O energy is shifted by 0.140 eV.

## Program and output

```python
# RESULT UNDER TEST
# Protonolysis M(L)(S) + HX -> M(X)(S) + HL has, for additive bonds, the energy
#   dE = b(M,L) - b(M,X) + h(X) - h(L),
# b = metal-ligand and h = hydrogen-ligand bond contribution (positive, eV).
# Nodes are bonds (M,L), edges are reactions, K = number of connected components.
# The design matrix A has rank n_b - K and nullity n_L + K. A combination v.p is
# determined only if its coefficients sum to zero for each ligand (b and h
# together) and for each component (b only). Hence only double differences of
# bond energies are determined, never one bond or the difference of two.
# S = spectator ligand; the ligand-ligand energy is g*q(L)*q(S).
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

metals, ligands = ["P", "Q"], ["R", "N", "O", "X"]
b_in = {("P", "R"): 2.9, ("P", "N"): 3.8, ("P", "O"): 4.9, ("P", "X"): 4.6,
        ("Q", "R"): 3.1, ("Q", "N"): 4.0, ("Q", "O"): 5.3, ("Q", "X"): 4.9}
h_in = {"R": 4.5, "N": 4.6, "O": 5.1, "X": 4.5}
q_lig = {"R": 0.2, "N": 0.5, "O": 0.7, "X": 0.6}
g_pair = 0.4          # eV, ligand-ligand interaction strength
data_error = 0.05     # eV, independent standard error of a reaction energy
temperature = 500.0   # K
pressure_ratio = 1000.0
# fragment reference energies (eV): arbitrary, must cancel
fragment = {"P": -11.0, "Q": -17.0, "H": -13.0, "R": -7.0, "N": -9.0,
            "O": -12.0, "X": -15.0}
# reactions: metal, leaving ligand, entering ligand, spectator
reactions = [("P", "R", "O", "R"), ("P", "R", "O", "O"), ("P", "R", "N", "R"),
             ("P", "R", "N", "N"), ("P", "N", "O", "N"), ("P", "N", "O", "O"),
             ("P", "X", "O", "X"), ("P", "X", "O", "O"), ("Q", "R", "N", "R"),
             ("Q", "R", "N", "N"), ("Q", "X", "O", "X"), ("Q", "X", "O", "O")]


def design(rxns, mets, ligs):
    """Bond-count matrix A, node incidence matrix B, component label of nodes."""
    nodes = [(m, l) for m in mets for l in ligs]
    nb = len(nodes)
    A = np.zeros((len(rxns), nb + len(ligs)))
    B = np.zeros((len(rxns), nb))
    start, end = [], []
    for r, (m, old, new, _) in enumerate(rxns):
        i, j = nodes.index((m, old)), nodes.index((m, new))
        B[r, i], B[r, j] = 1, -1
        A[r, i], A[r, j] = 1, -1
        A[r, nb + ligs.index(new)] = 1
        A[r, nb + ligs.index(old)] = -1
        start.append(i)
        end.append(j)
    graph = coo_matrix((np.ones(len(start)), (start, end)), shape=(nb, nb))
    K, label = connected_components(graph, directed=False)
    return A, B, K, label


def reaction_energy(rxn, g):
    """Energy from total energies of the four molecules."""
    m, old, new, s = rxn

    def complex_energy(l1, l2):
        return (fragment[m] + fragment[l1] + fragment[l2] - b_in[m, l1]
                - b_in[m, l2] + g * q_lig[l1] * q_lig[l2])

    def acid_energy(l):
        return fragment["H"] + fragment[l] - h_in[l]
    return (complex_energy(new, s) + acid_energy(old)
            - complex_energy(old, s) - acid_energy(new))


def svd_parts(A):
    U, s, Vt = np.linalg.svd(A)
    rank = int(np.sum(s > max(A.shape) * np.finfo(float).eps * s[0]))
    return s, rank, Vt[rank:].T


A, B, K, label = design(reactions, metals, ligands)
n_b, n_L = len(metals) * len(ligands), len(ligands)
n_p = n_b + n_L
p_in = np.array([b_in[m, l] for m in metals for l in ligands]
                + [h_in[l] for l in ligands])
y_add = np.array([reaction_energy(r, 0.0) for r in reactions])
y = np.array([reaction_energy(r, g_pair) for r in reactions])
assert np.allclose(A @ p_in, y_add, atol=1e-12)

# rank, nullity and explicit null space
sing, rank, V0 = svd_parts(A)
assert rank == n_b - K == sp.Matrix(A.astype(int)).rank()
assert V0.shape[1] == n_L + K
null_explicit = np.zeros((n_p, n_L + K))
for i in range(n_L):
    null_explicit[i:n_b:n_L, i] = 1
    null_explicit[n_b + i, i] = 1
for k in range(K):
    null_explicit[:n_b, n_L + k] = (label == k)
assert np.allclose(V0 @ V0.T, null_explicit @ np.linalg.pinv(null_explicit),
                   atol=1e-10)


def fiedler(Bmat, r):
    return np.sort(np.linalg.eigvalsh(Bmat.T @ Bmat))[::-1][r - 1]


lap_min = fiedler(B, rank)
assert sing[rank - 1] ** 2 >= lap_min - 1e-10

# random reaction networks: rank law and singular-value bound
rng = np.random.default_rng(7)
n_random = 60
for _ in range(n_random):
    mets, ligs = list("abc"), list("uvwxy")
    rx = []
    for _ in range(rng.integers(2, 16)):
        i, j = rng.choice(5, 2, replace=False)
        rx.append((mets[rng.integers(3)], ligs[i], ligs[j], "u"))
    Ar, Br, Kr, _lab = design(rx, mets, ligs)
    rr = np.linalg.matrix_rank(Ar)
    assert rr == 15 - Kr
    s_r = np.linalg.svd(Ar, compute_uv=False)[rr - 1]
    assert s_r ** 2 >= fiedler(Br, rr) - 1e-9

# which combinations are determined: sum rules, SVD, and rank of enlarged data


def sum_rules(v):
    per_ligand = v[:n_b].reshape(len(metals), n_L).sum(0) + v[n_b:]
    per_comp = np.array([v[:n_b][label == k].sum() for k in range(K)])
    return bool(np.all(per_ligand == 0) and np.all(per_comp == 0))


def determined(v, null):
    return bool(np.linalg.norm(null.T @ v) < 1e-9)


def count_determined(vectors):
    vectors = np.array(vectors)
    stack = np.concatenate([np.broadcast_to(A, (len(vectors),) + A.shape),
                            vectors[:, None, :]], axis=1)
    by_rank = np.linalg.matrix_rank(stack) == rank
    by_svd = np.array([determined(v, V0) for v in vectors])
    by_rule = np.array([sum_rules(v) for v in vectors])
    assert np.array_equal(by_rank, by_svd) and np.array_equal(by_rank, by_rule)
    return int(by_rank.sum())


unit = np.eye(n_p)
pairs = [unit[i] - unit[j] for i, j in itertools.combinations(range(n_p), 2)]
quads = []
for i, j, k, l in itertools.combinations(range(n_p), 4):
    quads += [unit[i] + unit[j] - unit[k] - unit[l],
              unit[i] - unit[j] + unit[k] - unit[l],
              unit[i] - unit[j] - unit[k] + unit[l]]
n_single = count_determined(list(unit))
n_pair = count_determined(pairs)
n_quad = count_determined(quads)
assert n_single == 0 and n_pair == 0 and n_quad > 0


def bond(m, l):
    return unit[metals.index(m) * n_L + ligands.index(l)]


def acid(l):
    return unit[n_b + ligands.index(l)]


def exchange(m, old, new):
    return bond(m, old) - acid(old) - bond(m, new) + acid(new)


metal_double = bond("P", "R") - bond("P", "N") - bond("Q", "R") + bond("Q", "N")
assert determined(metal_double, V0)
assert not determined(exchange("Q", "R", "O"), V0)

# minimum-norm fit, and a fit with anchored bond energies
A_plus = np.linalg.pinv(A, rcond=1e-12)
p_min = A_plus @ y
residual = y - A @ p_min
rms = np.sqrt(np.mean(residual ** 2))
first_nodes = [int(np.where(label == k)[0][0]) for k in range(K)]
anchored = first_nodes + list(range(n_b, n_p))
free = [i for i in range(n_p) if i not in anchored]
assert len(anchored) == n_p - rank
assert np.linalg.matrix_rank(A[:, free]) == len(free)


def anchored_fit(values):
    rhs = values - (A[:, anchored] @ p_in[anchored])[:, None]
    out = np.repeat(p_in[:, None], values.shape[1], axis=1)
    out[free] = np.linalg.lstsq(A[:, free], rhs, rcond=None)[0]
    return out


p_anchor = anchored_fit(y[:, None])[:, 0]
assert np.allclose(A @ p_anchor, A @ p_min, atol=1e-11)
assert np.allclose(anchored_fit(y_add[:, None])[:, 0], p_in, atol=1e-11)
known_h = np.vstack([A, unit[n_b:]])
null_h = svd_parts(known_h)[2]
assert determined(bond("P", "R") - bond("P", "O"), null_h)
assert not determined(bond("Q", "R") - bond("Q", "O"), null_h)

# error propagation: resistance formula against simulated noisy data
shown = [("P", "R", "O"), ("P", "N", "O"), ("P", "X", "O"), ("P", "R", "X"),
         ("Q", "R", "N"), ("Q", "X", "O")]
lap_plus = np.linalg.pinv(B.T @ B, rcond=1e-12)
noisy = y[:, None] + data_error * rng.standard_normal((len(y), 20000))
fits = anchored_fit(noisy)
table = []
for m, old, new in shown:
    v = exchange(m, old, new)
    assert determined(v, V0)
    e = (bond(m, old) - bond(m, new))[:n_b]
    resistance = e @ lap_plus @ e
    assert np.isclose(v @ A_plus @ A_plus.T @ v, resistance, atol=1e-10)
    err = data_error * np.sqrt(resistance)
    # 20000 samples give about 0.5 percent statistical error
    assert abs(np.std(v @ fits) / err - 1) < 0.03
    assert np.isclose(v @ p_min, v @ p_anchor, atol=1e-11)
    table.append((m, old, new, v @ p_in, v @ p_min, resistance, err))

# one spectator for all reactions: perfect fit, shifted energies
same = [("P", i, j, "O") for i, j in itertools.combinations(ligands, 2)]
A_same = design(same, metals, ligands)[0]
y_same = np.array([reaction_energy(r, g_pair) for r in same])
p_same = np.linalg.pinv(A_same, rcond=1e-12) @ y_same
res_same = np.max(np.abs(y_same - A_same @ p_same))
v_RO = exchange("P", "R", "O")
shift_same = v_RO @ (p_same - p_in)
assert res_same < 1e-11
assert np.isclose(shift_same, g_pair * q_lig["O"] * (q_lig["O"] - q_lig["R"]))
assert rms > 1e-3

# missing link on Q: equally good fits disagree; one reaction repairs it
v_link = exchange("Q", "R", "O")
link_min, link_anchor = v_link @ p_min, v_link @ p_anchor
assert abs(link_min - link_anchor) > 0.1
link = ("Q", "R", "O", "R")
A2, _, K2, _ = design(reactions + [link], metals, ligands)
rank2, null2 = svd_parts(A2)[1:]
assert K2 == K - 1 and rank2 == rank + 1
held_out = ("Q", "N", "O", "O")
v_held = exchange("Q", "N", "O")
assert not determined(v_held, V0) and determined(v_held, null2)
A2_plus = np.linalg.pinv(A2, rcond=1e-12)
assert np.isclose(v_held @ A2_plus @ np.append(y_add, reaction_energy(link, 0.0)),
                  reaction_energy(held_out, 0.0), atol=1e-11)
y_link = reaction_energy(link, g_pair)
held_fit = v_held @ A2_plus @ np.append(y, y_link)
held_true = reaction_energy(held_out, g_pair)

# neglected effects, from rough typical molecular data
# sums of mode wavenumbers (1/cm) added by forming the H-L and the M-L bond
modes_H = {"R": 6500, "N": 6700, "O": 5600, "X": 2900}
modes_M = {"R": 2500, "N": 2300, "O": 1900, "X": 800}
# mass (u), principal moments (u A^2), symmetry number of gas molecule HL
gas = {"R": (16, (3.2, 3.2, 3.2), 12), "N": (17, (1.7, 1.7, 2.7), 3),
       "O": (18, (0.6, 1.2, 1.8), 2), "X": (36, (1.6, 1.6), 1)}
kT = const.k * temperature / const.e
cm_to_eV = 100 * const.h * const.c / const.e


def gas_free_energy(l):
    """Translation and rotation, up to a constant common to all gases."""
    mass, moments, sym = gas[l]
    x = [2 * i * const.atomic_mass * 1e-20 * const.k * temperature
         / const.hbar ** 2 for i in moments]
    q_rot = np.sqrt(np.prod(x)) / sym * (np.sqrt(np.pi) if len(x) == 3 else 1)
    return -kT * (1.5 * np.log(mass) + np.log(q_rot))


zpe = np.array([0.5 * cm_to_eV * (modes_M[n] + modes_H[o] - modes_M[o]
                - modes_H[n]) for _, o, n, _ in reactions])
thermal = np.array([gas_free_energy(o) - gas_free_energy(n)
                    for _, o, n, _ in reactions])
y_free = y + zpe + thermal
assert np.allclose(y_free - A @ (A_plus @ y_free), residual, atol=1e-11)

print("L: b(P,L) b(Q,L) h(L) in eV; charge factor q")
for l in ligands:
    print(f"{l}: {b_in['P', l]:.1f} {b_in['Q', l]:.1f} {h_in[l]:.1f}; {q_lig[l]:.1f}")
print(f"ligand-ligand strength g = {g_pair:.2f} eV")
print("reaction energies: metal, leaving>entering, spectator; additive, full (eV)")
for r, ya, yf in zip(reactions, y_add, y):
    print(f"{r[0]} {r[1]}>{r[2]} S={r[3]}: {ya:.3f} {yf:.3f}")
print(f"reactions {len(y)}, unknowns {n_p}, components {K}")
print(f"rank {rank}, nullity {n_p - rank}")
print("nonzero singular values:", " ".join(f"{s:.4f}" for s in sing[:rank]))
print(f"largest null singular value {sing[rank]:.1e}")
print(f"smallest nonzero sigma^2 {sing[rank-1]**2:.4f}, graph bound {lap_min:.4f}")
print(f"determined single bonds {n_single} of {n_p}, differences {n_pair} of {len(pairs)}")
print(f"determined four-bond combinations {n_quad} of {len(quads)}")
print(f"fit residual rms {rms:.4f} eV, largest {np.max(np.abs(residual)):.4f} eV")
print(f"assumed data error {data_error:.3f} eV")
print("double difference: additive input, fit (eV); resistance; error (eV)")
for m, o, n, t, f, res, err in table:
    print(f"{m} {o}>{n}: {t:.3f} {f:.3f}; {res:.4f}; {err:.4f}")
print(f"metal double difference P,Q;R,N: input {metal_double @ p_in:.3f}, "
      f"fit {metal_double @ p_min:.3f} eV")
for name, v in [("b(P,R)", bond("P", "R")), ("b(P,O)", bond("P", "O")),
                ("b(P,R)-b(P,O)", bond("P", "R") - bond("P", "O"))]:
    print(f"{name}: minimum norm {v @ p_min:.3f}, anchored {v @ p_anchor:.3f} eV")
print(f"one spectator O: max residual {res_same:.1e} eV, P R>O shift {shift_same:.3f} eV")
print(f"unlinked Q R>O: minimum norm {link_min:.3f}, anchored {link_anchor:.3f} eV")
print(f"link Q R>O S=R: {y_link:.3f} eV; new rank {rank2}, nullity {n_p - rank2}")
print(f"held-out Q N>O S=O: predicted {held_fit:.3f}, direct {held_true:.3f} eV")
print(f"largest ligand-ligand effect {np.max(np.abs(y - y_add)):.3f} eV")
print(f"largest zero-point effect {np.max(np.abs(zpe)):.3f} eV (rough)")
print(f"largest gas thermal effect {np.max(np.abs(thermal)):.3f} eV at {temperature:.0f} K (rough)")
print(f"kT {kT:.4f} eV; pressure ratio {pressure_ratio:.0f}: "
      f"{kT * np.log(pressure_ratio):.3f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
L: b(P,L) b(Q,L) h(L) in eV; charge factor q
R: 2.9 3.1 4.5; 0.2
N: 3.8 4.0 4.6; 0.5
O: 4.9 5.3 5.1; 0.7
X: 4.6 4.9 4.5; 0.6
ligand-ligand strength g = 0.40 eV
reaction energies: metal, leaving>entering, spectator; additive, full (eV)
P R>O S=R: -1.400 -1.360
P R>O S=O: -1.400 -1.260
P R>N S=R: -0.800 -0.776
P R>N S=N: -0.800 -0.740
P N>O S=N: -0.600 -0.560
P N>O S=O: -0.600 -0.544
P X>O S=X: 0.300 0.324
P X>O S=O: 0.300 0.328
Q R>N S=R: -0.800 -0.776
Q R>N S=N: -0.800 -0.740
Q X>O S=X: 0.200 0.224
Q X>O S=O: 0.200 0.228
reactions 12, unknowns 12, components 3
rank 5, nullity 7
nonzero singular values: 4.2595 3.9104 2.5877 2.1699 1.7779
largest null singular value 4.8e-16
smallest nonzero sigma^2 3.1608, graph bound 2.0000
determined single bonds 0 of 12, differences 0 of 66
determined four-bond combinations 10 of 1485
fit residual rms 0.0232 eV, largest 0.0500 eV
assumed data error 0.050 eV
double difference: additive input, fit (eV); resistance; error (eV)
P R>O: -1.400 -1.310; 0.3333; 0.0289
P N>O: -0.600 -0.552; 0.3333; 0.0289
P X>O: 0.300 0.326; 0.5000; 0.0354
P R>X: -1.700 -1.636; 0.8333; 0.0456
Q R>N: -0.800 -0.758; 0.5000; 0.0354
Q X>O: 0.200 0.226; 0.5000; 0.0354
metal double difference P,Q;R,N: input 0.000, fit 0.000 eV
b(P,R): minimum norm -0.400, anchored 2.900 eV
b(P,O): minimum norm 0.202, anchored 4.810 eV
b(P,R)-b(P,O): minimum norm -0.602, anchored -1.910 eV
one spectator O: max residual 7.5e-15 eV, P R>O shift 0.140 eV
unlinked Q R>O: minimum norm -0.813, anchored -1.600 eV
link Q R>O S=R: -1.560 eV; new rank 6, nullity 6
held-out Q N>O S=O: predicted -0.802, direct -0.744 eV
largest ligand-ligand effect 0.140 eV
largest zero-point effect 0.099 eV (rough)
largest gas thermal effect 0.033 eV at 500 K (rough)
kT 0.0431 eV; pressure ratio 1000: 0.298 eV
ALL CHECKS PASSED
```
